# Steady oxide field under a gate antenna in an ion beam: a program that tests the result

```python
"""Steady oxide field under a gate antenna during ion implantation.

Result under test: if an antenna of area ratio R collects a net current density
j and the oxide leaks by J = A E^2 exp(-B/E), the steady field is
    E = B / (2 W0(z)),   z = (B/2) sqrt(A/(R j)),   W0 = principal Lambert W.
E: cathode oxide field (V/cm); J, j: current densities (A/cm2);
A (A/V2), B (V/cm): Fowler-Nordheim constants for barrier phi (eV) and oxide
tunnelling mass m_ox. R: exposed conductor area / thin-oxide area.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import lambertw, ai_zeros

q, h, hbar, m0 = sc.e, sc.h, sc.hbar, sc.m_e

# Inputs: rough typical values of a high-current source/drain implant
PHI = 3.1                # effective barrier from emitter Fermi level, eV
M_OX = 0.42              # oxide tunnelling mass / free electron mass
J_BEAM = 1e-3            # ion current density, A/cm2
NET_FRACTION = 0.10      # net charging current / ion current
DOSE = 5e15              # singly charged ions per cm2
T_OX, T_FIELD = 8e-7, 400e-7   # gate and field oxide thickness, cm
K_OX, K_SI, K_OPT = 3.9, 11.7, 2.13   # relative permittivities
T_WAFER = 350.0          # K
R_MAIN = 1000.0
E_LIMIT = 11e6           # chosen design limit, V/cm
Q_BD = 1.0               # rough charge to breakdown, C/cm2
N_TRAP = 1e12            # trapped electrons at mid-oxide, per cm2
M_LONG, M_TRANS = 0.92, 0.19   # silicon electron masses / m0
T_OFF = 0.1              # beam-off interval, s

j_net = J_BEAM * NET_FRACTION
eps_ox = K_OX * sc.epsilon_0 / 100     # F/cm
beam_time = q * DOSE / J_BEAM


def fn_constants(phi=PHI):
    a = q**3 / (8 * np.pi * h * M_OX * phi * q)
    b = 8 * np.pi * np.sqrt(2 * M_OX * m0) * (phi * q)**1.5 / (3 * q * h)
    return a, b / 100


def fn_current(field, phi=PHI):
    a, b = fn_constants(phi)
    field = np.maximum(field, 1e5)     # current is utterly negligible below
    return a * field**2 * np.exp(-b / field)


A, B = fn_constants()


def lambert_argument(ratio):
    return B / 2 * np.sqrt(A / (ratio * j_net))


def lambert_field(ratio):
    return B / (2 * lambertw(lambert_argument(ratio)).real)


def solve_field(law, current):
    """Field at which a given current law carries the given current."""
    return brentq(lambda f: np.log(law(f) / current), 5e6, 2.4e7, xtol=1e-3)


def wkb_exponent(field, phi, image=0.0):
    """Barrier phi - F x - image/x (eV, nm), integrated between turning points."""
    slope = field * 1e-7
    root = np.sqrt(phi**2 - 4 * slope * image)
    middle, half = phi / (2 * slope), root / (2 * slope)
    area = quad(lambda t: np.sqrt(slope) * (half * np.cos(t))**2
                / np.sqrt(middle + half * np.sin(t)), -np.pi/2, np.pi/2)[0]
    return 2 * np.sqrt(2 * M_OX * m0 * q) / hbar * 1e-9 * area


# Lambert formula against direct root finding on the Fowler-Nordheim law
ratios = np.array([1.0, 10.0, 100.0, 1000.0, 10000.0])
fields = np.array([solve_field(fn_current, r * j_net) for r in ratios])
assert np.allclose(fields, lambert_field(ratios), rtol=1e-8)
assert np.all(np.diff(fields, 2) > 0)      # each decade costs more field
assert fields[0] * T_OX > PHI              # Fowler-Nordheim regime

E = lambert_field(R_MAIN)
J = R_MAIN * j_net
b = B / E
c = 1.5 * b / PHI                          # per eV

# Constants A and B against quadrature of barrier and electron supply
assert abs(wkb_exponent(E, PHI) / b - 1) < 1e-6
supply = quad(lambda u: u * np.exp(-wkb_exponent(E, PHI + u)), 0, 3,
              epsabs=0, epsrel=1e-7)[0]
J_wkb = 4 * np.pi * q * m0 / h**3 * supply * q**2 * 1e-4
linear_ratio = J_wkb / J
# the neglected next term of the expansion is about 2/b^2
assert abs(linear_ratio - (1 - 1 / b)) < 3 / b**2

# Logarithmic slope against finite differences of the numerical root
step = 1e-3
up = solve_field(fn_current, J * np.exp(step))
down = solve_field(fn_current, J * np.exp(-step))
assert abs(np.log(up / down) / (2 * step) * (2 + b) - 1) < 1e-4

# Hand iteration w <- ln(z/w)
z = lambert_argument(R_MAIN)
W = lambertw(z).real
iterates = [np.log(z)]
for _ in range(4):
    iterates.append(np.log(z / iterates[-1]))
assert abs((iterates[4] - W) / (iterates[3] - W) * (-W) - 1) < 1e-2


# Charging in time: gate plus antenna over field oxide at one potential
def kappa(ratio):
    return 1 + (ratio - 1) * T_OX / T_FIELD


def evolve(start, ratio, source, duration):
    def rate(t, y):
        return (ratio * source - fn_current(y * 1e6)) / (kappa(ratio)
                                                       * eps_ox * 1e6)

    def near_steady(t, y):
        return y[0] - 0.99 * lambert_field(ratio) / 1e6
    run = solve_ivp(rate, (0, duration), [start / 1e6], method="Radau",
                    rtol=1e-9, atol=1e-10, max_step=duration / 50,
                    events=near_steady)
    assert run.success
    return run.y[0, -1] * 1e6, run.t_events[0]


def fill_time(ratio):
    return kappa(ratio) * eps_ox * lambert_field(ratio) / (ratio * j_net)


t99 = {}
for r in (1.0, R_MAIN):
    final, crossing = evolve(0.0, r, j_net, 4 * fill_time(r))
    assert abs(final / lambert_field(r) - 1) < 1e-6
    t99[r] = crossing[0]
    assert t99[r] < beam_time
tau = fill_time(R_MAIN) / (2 + b)
for sign in (-1, 1):                       # stable from both sides
    later, _ = evolve(E * (1 + sign * 1e-4), R_MAIN, j_net, tau)
    assert abs((later / E - 1) / (sign * 1e-4) * np.e - 1) < 5e-3
E_off, _ = evolve(E, R_MAIN, 0.0, T_OFF)
refill = kappa(R_MAIN) * eps_ox * (E - E_off) / J

# Neglected effects: thermal supply
kT = sc.k * T_WAFER / q


def thermal_factor(field):
    p = np.pi * 1.5 * B / field / PHI * kT
    return p / np.sin(p)


thermal_integral = quad(lambda u: kT * np.logaddexp(0, u / kT)
                        * np.exp(-c * u), -1.5, 4, points=[0], limit=200)[0]
assert abs(thermal_integral * c**2 / thermal_factor(E) - 1) < 1e-6
E_thermal = solve_field(lambda f: fn_current(f) * thermal_factor(f), J)

# Ideal image force with the optical permittivity of the oxide (eV nm)
image = q / (16 * np.pi * K_OPT * sc.epsilon_0) * 1e9
E_image = solve_field(lambda f: A * f**2
                      * np.exp(-wkb_exponent(f, PHI, image)), J)


# Accumulation layer: lowest subband in half the surface field, two valleys
def subband_energy(field):
    force = q * field * 100 * K_OX / K_SI / 2
    scale = (hbar**2 * force**2 / (2 * M_LONG * m0))**(1 / 3)
    return -ai_zeros(1)[0][0] * scale / q


def fermi_depth(field):
    sheet = eps_ox * field / q * 1e4
    return sheet * np.pi * hbar**2 / (2 * M_TRANS * m0) / q


def filling_factor(field):
    s = 1.5 * B / field / PHI * fermi_depth(field)
    return 1 - np.exp(-s) * (1 + s)


cut = quad(lambda u: u * np.exp(-c * u), 0, fermi_depth(E))[0] * c**2
assert abs(cut / filling_factor(E) - 1) < 1e-8
E_barrier = solve_field(lambda f: fn_current(
    f, PHI - subband_energy(f) - fermi_depth(f)), J)
E_supply = solve_field(lambda f: fn_current(f) * 2 * M_TRANS
                       * filling_factor(f), J)


# Net current falling linearly to zero at a floating potential
def feedback_field(v_float):
    return brentq(lambda f: fn_current(f) - J * (1 - f * T_OX / v_float),
                  1e6, v_float / T_OX)


trap_step = q * N_TRAP / eps_ox


def percent(field):
    return 100 * (field / E - 1)


print(f"Barrier {PHI} eV, oxide mass {M_OX} m0")
print(f"FN constant A = {A:.4e} A/V2")
print(f"FN constant B = {B/1e6:.2f} MV/cm")
print(f"Ion current density = {J_BEAM*1e3:.2f} mA/cm2")
print(f"Net fraction = {NET_FRACTION:.2f}, net j = {j_net*1e6:.1f} uA/cm2")
print(f"Dose = {DOSE:.1e} /cm2, beam time = {beam_time:.3f} s")
print(f"Gate oxide {T_OX*1e7:.0f} nm, field oxide {T_FIELD*1e7:.0f} nm")
print("R | J (A/cm2) | z | W0 | E (MV/cm) | oxide V (V) | MV/cm per decade")
for r in ratios:
    f = lambert_field(r)
    zr = lambert_argument(r)
    print(f"{r:.0f} | {r*j_net:.1e} | {zr:.4e} | {lambertw(zr).real:.4f} | "
          f"{f/1e6:.3f} | {f*T_OX:.2f} | {np.log(10)*f/(2+B/f)/1e6:.3f}")
print("Field steps between rows (MV/cm):", np.round(np.diff(fields)/1e6, 3))
print("Below: R =", int(R_MAIN), "unless stated")
print("Iterates of w:", " ".join(f"{w:.5f}" for w in iterates))
print(f"B/E = {b:.3f}, dlnE/dlnR = {1/(2+b):.5f}")
print(f"WKB supply integral / FN law = {linear_ratio:.4f}")
print(f"1 - E/B = {1-1/b:.4f}")
print(f"Tunnel distance = {PHI/E*1e7:.2f} nm")
for limit in (E_LIMIT - 0.5e6, E_LIMIT):
    print(f"Permitted R at {limit/1e6:.1f} MV/cm = "
          f"{fn_current(limit)/j_net:.0f}")
for r in (1.0, R_MAIN):
    print(f"R={r:.0f}: kappa = {kappa(r):.2f}, fill time = "
          f"{fill_time(r)*1e3:.3f} ms, time to 99% = {t99[r]*1e3:.3f} ms")
print(f"Relaxation time tau = {tau*1e6:.2f} us")
stored = kappa(R_MAIN) * eps_ox * E
print(f"Stored charge = {stored*1e6:.1f} uC/cm2 of gate oxide")
print(f"Injected charge = {J*beam_time-stored:.4f} C/cm2")
print(f"R for rough breakdown charge {Q_BD:.0f} C/cm2 = "
      f"{Q_BD/(j_net*beam_time):.0f} (stored charge ignored)")
print(f"Thermal factor at {T_WAFER:.0f} K = {thermal_factor(E):.3f}, "
      f"field change = {percent(E_thermal):.2f} %")
print(f"Ideal image force: field change = {percent(E_image):.1f} %")
print(f"Subband energy = {subband_energy(E):.3f} eV, "
      f"Fermi depth = {fermi_depth(E):.3f} eV")
print(f"Accumulation barrier lowering: field change = "
      f"{percent(E_barrier):.1f} %")
print(f"Finite filling factor = {filling_factor(E):.3f}, two-valley mass "
      f"factor = {2*M_TRANS:.2f}")
print(f"Both supply factors: field change = {percent(E_supply):.1f} %")
print(f"Trapped {N_TRAP:.0e} /cm2 at mid-oxide: anode-side field "
      f"+{trap_step/1e6:.3f} MV/cm, voltage +{trap_step*T_OX/2:.3f} V")
for v in (20.0, 6.0):
    f = feedback_field(v)
    print(f"Floating potential {v:.0f} V: E = {f/1e6:.3f} MV/cm, "
          f"change = {percent(f):.1f} %, cap = {v/T_OX/1e6:.2f} MV/cm")
print(f"Beam off {T_OFF*1e3:.0f} ms: E falls to {E_off/1e6:.3f} MV/cm, "
      f"refill (no leak) = {refill*1e3:.3f} ms")
print("OK")
```

Output:

```
Barrier 3.1 eV, oxide mass 0.42 m0
FN constant A = 1.1839e-06 A/V2
FN constant B = 241.63 MV/cm
Ion current density = 1.00 mA/cm2
Net fraction = 0.10, net j = 100.0 uA/cm2
Dose = 5.0e+15 /cm2, beam time = 0.801 s
Gate oxide 8 nm, field oxide 400 nm
R | J (A/cm2) | z | W0 | E (MV/cm) | oxide V (V) | MV/cm per decade
1 | 1.0e-04 | 1.3145e+07 | 13.7691 | 8.774 | 7.02 | 0.684
10 | 1.0e-03 | 4.1569e+06 | 12.6988 | 9.514 | 7.61 | 0.800
100 | 1.0e-02 | 1.3145e+06 | 11.6350 | 10.384 | 8.31 | 0.946
1000 | 1.0e-01 | 4.1569e+05 | 10.5788 | 11.420 | 9.14 | 1.136
10000 | 1.0e+00 | 1.3145e+05 | 9.5318 | 12.675 | 10.14 | 1.386
Field steps between rows (MV/cm): [0.74  0.87  1.037 1.255]
Below: R = 1000 unless stated
Iterates of w: 12.93770 10.37755 10.59805 10.57703 10.57901
B/E = 21.158, dlnE/dlnR = 0.04318
WKB supply integral / FN law = 0.9569
1 - E/B = 0.9527
Tunnel distance = 2.71 nm
Permitted R at 10.5 MV/cm = 132
Permitted R at 11.0 MV/cm = 413
R=1: kappa = 1.00, fill time = 30.298 ms, time to 99% = 31.301 ms
R=1000: kappa = 20.98, fill time = 0.827 ms, time to 99% = 0.871 ms
Relaxation time tau = 35.73 us
Stored charge = 82.7 uC/cm2 of gate oxide
Injected charge = 0.0800 C/cm2
R for rough breakdown charge 1 C/cm2 = 12483 (stored charge ignored)
Thermal factor at 350 K = 1.176, field change = -0.71 %
Ideal image force: field change = -9.7 %
Subband energy = 0.268 eV, Fermi depth = 0.155 eV
Accumulation barrier lowering: field change = -16.3 %
Finite filling factor = 0.471, two-valley mass factor = 0.38
Both supply factors: field change = 8.0 %
Trapped 1e+12 /cm2 at mid-oxide: anode-side field +0.464 MV/cm, voltage +0.186 V
Floating potential 20 V: E = 11.136 MV/cm, change = -2.5 %, cap = 25.00 MV/cm
Floating potential 6 V: E = 7.500 MV/cm, change = -34.3 %, cap = 7.50 MV/cm
Beam off 100 ms: E falls to 8.331 MV/cm, refill (no leak) = 0.224 ms
OK
```
